Reduced matrix elements in cubic groups and the Γ8 quartet, part 1

(Sections cited here and not found follow in the second part.)

**First half: the theorem and the counting of reduced elements**

A calculation that replaces a cubic Γ8 quartet by an effective spin 3/2 must decide how many numbers to store for each vector operator, such as the magnetic moment. If the rotational Wigner-Eckart theorem applied, one number would do: every vector would be proportional to the effective spin S, and one matrix element would fix it. In a cubic environment that choice is in general wrong. A vector operator between Γ8 quartets has two reduced elements, and a code that keeps only the term proportional to S obtains a splitting independent of the field direction, whereas the true splitting in general depends on it. Time reversal can then restrict the two elements, or remove both. This half shows where the number two comes from; the second half gives the matrices to implement.

*Conventions.* Let G be a finite group with |G| elements, represented on the states by unitary operators U(g). For states with half-integer spin, G is the double group, in which a rotation by 2π is a separate element Ē with U(Ē) = −1. Kets |a i⟩ carry the irreducible unitary matrices D^a, the states |c k⟩ carry D^c, and the operators T_j carry D^b:

U|a i⟩ = Σ_i′ |a i′⟩ D^a_{i′i}(g),

U T_j U† = Σ_j′ T_j′ D^b_{j′j}(g).   (1)

If the two levels belong to the same irrep, their bases must be chosen so that the matrices are identical, not merely equivalent. The dimensions are d_a, d_b, d_c, and the characters are χ_a(g) = tr D^a(g), and so on.

*The matrix elements form an intertwiner.* Write M_{k,ji} = ⟨c k|T_j|a i⟩ and regard M as a matrix with row index k and the pair ji as column index. Inserting U†U = 1 on both sides of T_j changes nothing, so

M_{k,ji} = ⟨U(c k)| U T_j U† |U(a i)⟩
= Σ_{k′j′i′} D^c_{k′k}* M_{k′,j′i′} D^b_{j′j} D^a_{i′i}.

The complex conjugate appears because the state c k stands in the bra. In matrix form this is M = D^c† M (D^b⊗D^a). Multiplication from the left by the unitary matrix D^c gives

D^c(g) M = M [D^b(g)⊗D^a(g)] for every g.   (2)

*Schur's lemma.* Suppose a matrix X satisfies X D^a = D^c X for all g, with both representations irreducible. If Xv = 0, then X D^a v = D^c X v = 0, so the kernel of X is an invariant subspace. The image of X is invariant too, because D^c X v = X D^a v. Irreducibility leaves two possibilities: X is zero, or X is invertible and the representations are equivalent. If D^a and D^c are the same matrices, let λ be an eigenvalue of X. Then X − λ1 also satisfies the condition and is not invertible, so it is zero, and X = λ1.

*Coupling coefficients.* A unitary representation splits into orthogonal irreducible parts, since the orthogonal complement of an invariant subspace is invariant. Let c occur m times in D^b⊗D^a. In copy r, choose orthonormal vectors that transform with the matrices D^c and collect their components in C^r_{ji,k}. As a matrix C_r, with row index ji and column index k, they satisfy

(D^b⊗D^a) C_r = C_r D^c,  C_r† C_s = δ_rs 1.   (3)

By (2) and (3), the square matrix M C_r commutes with D^c:

M C_r D^c = M (D^b⊗D^a) C_r = D^c M C_r.

Schur's lemma gives M C_r = R_r 1 with a number R_r. On the parts of the product space that belong to irreps other than c, the same argument gives zero. The projectors on all parts add up to the unit matrix, so M = Σ_r M C_r C_r†, or

⟨c k|T_j|a i⟩ = Σ_{r=1}^{m} R_r (C^r_{ji,k})*.   (4)

This is the point-group Wigner-Eckart theorem. The coefficients C^r are fixed by symmetry, and the reduced elements R_r carry the physics. Taking the trace of M C_r = R_r 1 gives the formula for extracting them:

R_r = (1/d_c) Σ_{kji} M_{k,ji} C^r_{ji,k}.   (5)

The number m cannot be lowered for a general operator. For any choice of the R_r, the matrix defined by (4) satisfies (2), and the T_j having these matrix elements are therefore covariant. A particular operator may still have some R_r equal to zero.

*Freedom in the copies.* The copies are not unique: for m = 1 a phase is free, and for m > 1 the copies can also be mixed. With a unitary m×m matrix W, the replacement C_r → Σ_s C_s W_sr preserves (3), and (5) shows that R_r → Σ_s R_s W_sr. Individual reduced elements can therefore be compared between two programs only if both use the same copies. A quantity free of this choice follows from (4) and C_r†C_s = δ_rs 1:

Σ_{kji} |M_{k,ji}|² = d_c Σ_r |R_r|².   (6)

*Numerical construction of the coefficients.* For any matrix X, the average

Y = (1/|G|) Σ_g D^a(g) X D^c(g)†

satisfies D^a(h) Y = Y D^c(h), because multiplication by h merely reorders the sum. By Schur's lemma Y is zero for inequivalent irreps, and Y = (tr X/d_c) 1 for identical ones. Choosing an X with a single nonzero entry, equal to 1 in row n′ and column n, yields

(1/|G|) Σ_g D^c_{m′n′}(g) D^c_{mn}(g)* = δ_{m′m} δ_{n′n}/d_c.

Consequently the operators

P_mn = (d_c/|G|) Σ_g D^c_{mn}(g)* U(g)   (7)

annihilate every vector of another irrep, and they turn component n of each copy of c into component m of the same copy. One diagonalizes P_11, keeps the eigenvectors with eigenvalue 1 as first components, and generates their partners with P_m1. Applied to U = D^b⊗D^a, this gives the C^r. Applied to the states of a calculation, it gives bases with the matching matrices that (4) requires.

*Counting the copies.* The solutions of (2) form a linear space of dimension m, since (4) parametrizes them by m independent numbers. This dimension can be found without constructing any solution. Each g acts on the space of all d_c × d_b d_a matrices by

M → D^c(g) M [D^b(g)⊗D^a(g)]†.

A map M → AMB has trace (tr A)(tr B), so the trace of this one is χ_c χ_b* χ_a*. The average of these maps over the group is a projector: applying it twice reorders the same sum. The matrices it leaves unchanged are the solutions of (2). The trace of a projector is the dimension of its image, and since m is real we may take the complex conjugate:

m = (1/|G|) Σ_g χ_c(g)* χ_b(g) χ_a(g).   (8)

Three consequences will be used. First, let b be the trivial irrep and allow a to be reducible. Then (8) counts how often c occurs in a. For irreducible a it is 1 if a and c are equivalent and 0 otherwise, so characters of inequivalent irreps are orthogonal and a decomposition can be read off from characters. Second, a representation is irreducible if (1/|G|) Σ|χ|² = 1. This sum is the number of independent matrices commuting with the representation, and a reducible one would have at least two, the unit matrix and the projector on an invariant part. Third, in the representation of G on functions on its own elements, the character is |G| at the identity and zero elsewhere. Irrep c then occurs d_c times, and comparing dimensions gives Σ_c d_c² = |G|. This tells us when a list of irreps is complete.

*The single group O.* The 24 proper rotations of a cube permute the three axes, up to signs. They comprise the identity E, eight rotations C3 by 120° about body diagonals, six quarter turns C4, three half turns C2 about the cube axes, and six half turns C2′ about face diagonals. Five representations are built as follows.

- Γ1 is trivial.
- Γ2 is the sign of the permutation of the axes. It is −1 for C4 and C2′, which exchange two axes, and +1 otherwise.
- Γ3 acts on combinations of x², y², z² whose coefficients sum to zero. Its character is the number of axes mapped to themselves, up to sign, minus one.
- Γ4 consists of the 3×3 rotation matrices, with character 1 + 2cos θ for rotation angle θ. A vector in O belongs here.
- Γ5 is the product Γ2⊗Γ4.

The characters are

      E   8C3   6C4   3C2   6C2′
Γ1   1   1   1   1   1
Γ2   1   1   −1   1   −1
Γ3   2   −1   0   2   0
Γ4   3   0   1   −1   −1
Γ5   3   0   −1   −1   1

Γ1 and Γ2 are one-dimensional and hence irreducible. For Γ3 the sum of squares is 4 + 8 + 12 = 24, and for Γ4 and Γ5 it is 9 + 6 + 3 + 6 = 24, so these are irreducible as well. All five characters differ, and 1 + 1 + 4 + 9 + 9 = 24, so the list is complete.

A group is called simply reducible if every element is conjugate to its inverse and every product of two irreps contains each irrep at most once. For O the first property holds because each rotation axis has a perpendicular half-turn axis in the group. Conjugation with that half turn reverses the rotation axis and so inverts the rotation. For a C4 or C2 axis along z, one can use the half turn about x; for the diagonal [111], the half turn about [1,−1,0]; for the C2′ axis [110], the half turn about z. The other axes follow by symmetry.

For the second property, products with Γ1 are trivial. Multiplication by Γ2 reverses the characters on C4 and C2′; it leaves Γ3 unchanged and exchanges Γ1 with Γ2 and Γ4 with Γ5. Three products remain to be computed, with characters listed in the order of the table:

Γ3⊗Γ3: (4, 1, 0, 4, 0), hence Γ1 + Γ2 + Γ3,
Γ3⊗Γ4: (6, 0, 0, −2, 0), hence Γ4 + Γ5,
Γ4⊗Γ4: (9, 0, 1, 1, 1), hence Γ1 + Γ3 + Γ4 + Γ5.

Each decomposition is confirmed by adding the rows of the table. Multiplication by Γ2 supplies the rest: Γ3⊗Γ5 = Γ4 + Γ5, Γ4⊗Γ5 = Γ2 + Γ3 + Γ4 + Γ5, and Γ5⊗Γ5 = Γ4⊗Γ4. No irrep occurs twice, so O is simply reducible. Between two levels with integer spin in O, a vector operator has one reduced element when symmetry allows it, and none otherwise.

*The double group.* In the double group O′, each rotation by θ has two versions, with angles θ and θ + 2π, which makes 48 elements. The five irreps above take the same value on both versions. Irreps for half-integer spin change sign between them. A spin j has the character Σ_m exp(−imθ), so spin 1/2 and spin 3/2 give

χ_6 = 2cos(θ/2),  χ_8 = 2cos(θ/2) + 2cos(3θ/2).

Evaluated at 0, 120°, 90° and 180°, χ_6 equals 2, 1, √2 and 0. At the same angles χ_8 equals 4, −1, 0 and 0; for example, at 120° it is 1 − 2 = −1, and at 90° it is √2 − √2 = 0. On the second versions the signs are reversed. Let Γ7 = Γ2⊗Γ6, whose character differs from χ_6 by a sign on the quarter turns.

The sum of |χ_6|² over the group is 2·4 + 16·1 + 12·2 = 48. For Γ7 it is the same, and for Γ8 it is 2·16 + 16·1 = 48. All three are irreducible, and with 4 + 4 + 16 = 24 added to the earlier 24 the list for O′ is complete. In particular, spin 3/2 remains irreducible when the full rotation group is reduced to the cube. Every element of O′ is still conjugate to its inverse: the perpendicular half turn changes exp(−iθ n·σ/2) into exp(+iθ n·σ/2), where σ denotes the Pauli matrices. If simple reducibility fails for O′, it must therefore fail through the multiplicities.

It does. The square of χ_8 equals 16 on E and Ē, equals 1 on the 16 threefold elements, and vanishes elsewhere. By (8), an irrep c for integer spin occurs in Γ8⊗Γ8

m = [32 χ_c(E) + 16 χ_c(C3)]/48 = [2χ_c(E) + χ_c(C3)]/3   (9)

times. For Γ1 and Γ2 this is (2 + 1)/3 = 1; for Γ3 it is (4 − 1)/3 = 1; for Γ4 and Γ5 it is (6 + 0)/3 = 2. Thus

Γ8⊗Γ8 = Γ1 + Γ2 + Γ3 + 2Γ4 + 2Γ5,   (10)

and the dimensions add up as 1 + 1 + 2 + 6 + 6 = 16.

The theorem asks for a slightly different number, the multiplicity of Γ8 in Γ4⊗Γ8. Since all characters are real, (8) is the same sum in both cases, and the answer is again two. The remaining content of Γ4⊗Γ8 has dimension 12 − 8 = 4. For Γ6 and for Γ7 the threefold elements drop out of (8) because χ_4 vanishes there, the other rotations drop out because χ_8 vanishes there, and E and Ē give (24 + 24)/48 = 1. Hence

Γ4⊗Γ8 = Γ6 + Γ7 + 2Γ8.   (11)

A vector operator between two Γ8 quartets therefore has two reduced elements, which are complex in general. The numerical check compares every multiplicity of this kind with the dimension of the solution space of (2), computed directly from the generators of O′, and tests (4) on random covariant operators.

**Second half: the vector operator in a Γ8 quartet**

The following is taken from the first half. Γ8 can be given the basis |m⟩ with m = 3/2, 1/2, −1/2, −3/2, in which cubic rotations act by the spin-3/2 matrices. A vector operator V = (V_x, V_y, V_z) belongs to Γ4 of O and has two reduced elements R_1 and R_2 between Γ8 quartets. They multiply orthonormal coupling coefficients C^r as in (4). S denotes the spin-3/2 matrices in units of ħ. In the formulas for a single V, its components are measured in the same units.

*Two numbers by direct inspection.* Consider V_z between two Γ8 quartets with matching bases. A quarter turn about z multiplies |m⟩ by exp(−iπm/2), and the four phases are different. V_z is unchanged by this rotation, so it can connect only equal phases, which makes it diagonal in m. A half turn about x sends |m⟩ to |−m⟩ times a phase and V_z to −V_z. The phase is the same in both quartets and cancels between bra and ket, so the element at −m is minus the element at m:

V_z = diag(p, q, −q, −p),  p = ⟨3/2|V_z|3/2⟩,  q = ⟨1/2|V_z|1/2⟩.   (12)

The threefold rotation that permutes the axes then determines V_x and V_y. At most two numbers are therefore free, in agreement with (11).

*Two operators that realise them.* The spin S is one vector operator. A second one is

O_i = S_i³ − (41/20) S_i,  i = x, y, z.   (13)

A cubic rotation sends S_i to ±S_j, and hence S_i³ to ±S_j³ with the same sign, so the O_i transform as a vector in O. A rotation by a general angle mixes the components of S, and cubing does not respect that mixing. This is why the second vector is available in a cubic environment but is excluded by full rotational symmetry. The factor 41/20 makes the two operators trace-orthogonal: tr S_z⁴ = 2(81/16 + 1/16) = 41/4 and tr S_z² = 2(9/4 + 1/4) = 5, with ratio 41/20. The diagonal of O_z follows:

m = 3/2: 27/8 − 123/40 = 3/10,
m = 1/2: 1/8 − 41/40 = −9/10,

with opposite signs at −m. In terms of the two operators,

V_i = a S_i + b O_i.   (14)

Multiplying (14) for i = z by S_z or O_z and taking traces isolates the coefficients. With tr V_zS_z = 3p + q, tr V_zO_z = 2(3p/10 − 9q/10) and tr O_z² = 2(9/100 + 81/100) = 9/5,

a = (3p + q)/5,  b = (p − 3q)/3.   (15)

For V = S one has p = 3/2 and q = 1/2, which gives a = 1 and b = 0 as it should.

*Connection with the normalized reduced elements.* Let X be S or O. The sum Σ_j X_j² is invariant under O′, so by Schur's lemma it is a number N_X times the unit matrix. For S this is (3/2)(5/2) = 15/4. For O the trace gives N_O = 3·(9/5)/4 = 27/20. The choice

(C^X_{ji,k})* = (X_j)_{ki}/√N_X   (16)

This part has shown that a vector operator between Γ8 quartets has in general two reduced elements, and that it can be written as a S_i + b O_i with a and b fixed by the two matrix elements p and q. It remains to show that the choice (16) meets the normalization in (3), to relate a and b to R_1 and R_2, and to treat time reversal, the matrices and levels for a general field direction, and a worked example.
